# Hall Coefficient of Holes Shared by Two Valence Bands, part 1

(Sections cited here and not found follow in the second part.)

## First half: where the maximum comes from

Q: You tell me that the Hall coefficient of a p-type crystal can double although no hole has been lost. I learned that $R_H=1/(ep)$. If $R_H$ doubles, then half the holes are gone. What is wrong with that?

A: The formula belongs to a single band. Let me derive it, so that we can see which step fails when there are two.

Take holes of charge $+e$ in an isotropic band, with mass $m$ and one relaxation time $\tau$. Their mean velocity $\mathbf v$ obeys

$$m\frac{d\mathbf v}{dt}=e(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}.$$

In a steady state the left side vanishes. With the mobility $\mu=e\tau/m$, this leaves

$$\mathbf v=\mu(\mathbf E+\mathbf v\times\mathbf B).$$

Let $\mathbf B$ point along $z$. Then $\mathbf v\times\mathbf B=(v_yB,\,-v_xB,\,0)$, and

$$v_x=\mu(E_x+v_yB),\qquad v_y=\mu(E_y-v_xB).$$

The current is driven along $x$, and none can leave through the sides, so $j_y=0$. I define $R_H=E_y/(j_xB)$, which is positive for holes.

With one band, $j_y=epv_y=0$ requires $v_y=0$. The second equation then gives $E_y=v_xB$. Since $j_x=epv_x$, we get $R_H=1/(ep)$, and the mobility has dropped out. The step to watch is the one from zero transverse current to zero transverse velocity.

Q: Why should that step fail with two bands? The Hall field builds up until the sideways motion stops.

A: It builds up until the total sideways current stops. One field cannot in general stop two populations that move at different speeds. The faster holes feel the larger magnetic force, while both feel the same electric force $eE_y$.

Call the bands light (l) and heavy (h), with densities $p_l$ and $p_h$ and mobilities $\mu_l$ and $\mu_h$. I assume that each band obeys its own force balance, so that scattering does not carry drift momentum from one band to the other. I also take a weak field, $\mu_lB\ll1$ and $\mu_hB\ll1$.

At $B=0$ there is no transverse field, so $E_y$ starts at first order in $B$. The same holds for each $v_y$. In the equation for $v_x$, the term $\mu v_yB$ is therefore of second order and may be dropped:

$$v_x=\mu E_x,\qquad v_y=\mu E_y-\mu^2BE_x.$$

The second expression follows by putting the first into $v_y=\mu(E_y-v_xB)$. Now set the total transverse current to zero:

$$e(p_l\mu_l+p_h\mu_h)E_y-e(p_l\mu_l^2+p_h\mu_h^2)BE_x=0.$$

Hence

$$E_y=\frac{p_l\mu_l^2+p_h\mu_h^2}{p_l\mu_l+p_h\mu_h}\,BE_x.$$

The longitudinal current is $j_x=e(p_l\mu_l+p_h\mu_h)E_x$. Dividing $E_y$ by $j_xB$ gives

$$R_H=\frac{p_l\mu_l^2+p_h\mu_h^2}{e(p_l\mu_l+p_h\mu_h)^2}.$$

Q: So there are sideways currents inside the sample even though the total is zero?

A: Yes. Write $\bar\mu$ for the ratio that multiplies $BE_x$ in $E_y$. It is an average of $\mu_l$ and $\mu_h$ with positive weights $p_l\mu_l$ and $p_h\mu_h$, so it lies between them. Each band then has

$$v_y=\mu BE_x(\bar\mu-\mu).$$

For $\mu_l>\mu_h$ the light holes have negative $v_y$: they still move the way the magnetic force pushes them. The heavy holes have positive $v_y$, because for them the Hall field is too strong. The two currents cancel. The Hall voltage is a compromise between the bands and does not simply count holes.

Q: A compromise could err in either direction. Can it also make $R_H$ smaller than $1/(ep)$?

A: Not in this model. Let $p=p_l+p_h$ be the total density and let angle brackets denote an average over all holes. Then $p_l\mu_l+p_h\mu_h=p\langle\mu\rangle$ and $p_l\mu_l^2+p_h\mu_h^2=p\langle\mu^2\rangle$. The normalized Hall coefficient is

$$\rho\equiv epR_H=\frac{\langle\mu^2\rangle}{\langle\mu\rangle^2}
=1+\frac{\langle\mu^2\rangle-\langle\mu\rangle^2}{\langle\mu\rangle^2}.$$

The last numerator is the variance of the mobility, which cannot be negative. So $\rho\ge1$, with equality when all holes have the same mobility. That happens when one band is empty, or when the mobilities are equal.

This tells us that a maximum must exist. If I hold $p$ and both mobilities fixed and move holes from one band to the other, $\rho$ starts at 1, ends at 1, and is larger in between.

Q: Then I can finish the argument. The variance of a two-valued quantity is largest when half the members have each value. The maximum lies at $p_l=p_h$.

A: The variance does peak there, but $\rho$ contains the variance divided by the squared mean. The mean falls as holes leave the light band, and this moves the maximum toward fewer light holes.

To find it, I describe the sharing by current instead of by number. Let $\sigma_l=ep_l\mu_l$ and $\sigma_h=ep_h\mu_h$ be the band conductivities, $\sigma=\sigma_l+\sigma_h$ the total, and $f=\sigma_l/\sigma$ the light share of the conduction.

Multiply the numerator and denominator of $R_H$ by $e$. The numerator becomes $ep_l\mu_l^2+ep_h\mu_h^2=\sigma_l\mu_l+\sigma_h\mu_h$, and the denominator becomes $\sigma^2$. So

$$R_H=\frac{f\mu_l+(1-f)\mu_h}{\sigma}.$$

The densities are $p_l=f\sigma/(e\mu_l)$ and $p_h=(1-f)\sigma/(e\mu_h)$, and their sum is

$$p=\frac{\sigma}{e}\left[\frac{f}{\mu_l}+\frac{1-f}{\mu_h}\right].$$

In the product $epR_H$ the conductivity cancels:

$$\rho=[f\mu_l+(1-f)\mu_h]\left[\frac{f}{\mu_l}+\frac{1-f}{\mu_h}\right].$$

Now multiply out, with $b=\mu_l/\mu_h$. The like terms give $f^2+(1-f)^2=1-2f(1-f)$. The cross terms give $f(1-f)(b+1/b)$. Together,

$$\rho=1+f(1-f)\left(b+\frac1b-2\right)=1+f(1-f)\frac{(b-1)^2}{b}.$$

The last step uses $b^2+1-2b=(b-1)^2$. The sharing enters through $f(1-f)$ alone, and

$$f(1-f)=\frac14-\left(f-\frac12\right)^2.$$

For $b\ne1$ the single maximum is at $f=1/2$, where both bands carry the same current. Its height is

$$\rho_{\max}=1+\frac{(b-1)^2}{4b}=\frac{4b+b^2-2b+1}{4b}=\frac{(1+b)^2}{4b}.$$

Q: I am suspicious of the change of variable. When you vary $f$ at fixed $p$, the conductivity $\sigma$ changes too. Have you found the maximum at fixed $\sigma$ instead?

A: No, because $\sigma$ has cancelled from $\rho$. At fixed $p$, each value of $f$ comes with its own $\sigma$, but $\rho$ does not need to know it. What remains is to show that $f$ is a fair label for the sharing.

Let $x=p_l/p$. Then

$$f=\frac{x\mu_l}{x\mu_l+(1-x)\mu_h}=\frac{bx}{1+(b-1)x},\qquad
\frac{df}{dx}=\frac{b}{[1+(b-1)x]^2}>0.$$

As $x$ runs from 0 to 1, $f$ rises steadily from 0 to 1, so neither variable can create or hide a maximum. At $f=1/2$ the two terms in the first denominator are equal, $bx=1-x$, which gives

$$\frac{p_l}{p}=\frac1{1+b},\qquad \frac{p_h}{p}=\frac b{1+b}.$$

If you prefer to stay with densities, write

$$\rho=\frac{1+(b^2-1)x}{[1+(b-1)x]^2}.$$

By the quotient rule, after one common factor $1+(b-1)x$ is cancelled, the numerator of $d\rho/dx$ is

$$(b^2-1)[1+(b-1)x]-2(b-1)[1+(b^2-1)x].$$

Take out $(b-1)$. The remaining bracket is $(b+1)+(b^2-1)x-2-2(b^2-1)x=(b-1)-(b^2-1)x$. Taking out another $(b-1)$ gives

$$\frac{d\rho}{dx}=\frac{(b-1)^2[1-(b+1)x]}{[1+(b-1)x]^3}.$$

The denominator is positive for $0\le x\le1$. The slope is positive below $x=1/(1+b)$ and negative above it, which is the same maximum.

Q: What if I exchange the names of the bands? Then $b$ becomes $1/b$.

A: The height does not change:

$$\frac{(1+1/b)^2}{4/b}=\frac{(b+1)^2/b^2}{4/b}=\frac{(1+b)^2}{4b}.$$

The height therefore cannot tell you which band is the faster one. If $b=1$, then $\rho=1$ for every sharing and there is no peak at all. Close to $b=1$ the excess $(b-1)^2/(4b)$ is of second order in the difference, so bands of similar mobility are hard to distinguish in this way.

For large $b$ the height is $b/4+1/2+1/(4b)$ and grows without limit. The light fraction $1/(1+b)$ then becomes small: a few fast holes carry half the current.

Q: For very large $b$ I would have said that the heavy holes do nothing and the Hall effect counts the light ones. That gives $\rho=p/p_l=1/x$, which has no maximum.

A: That is right as long as the light holes dominate the current, $bx\gg1$. In the density formula the numerator is then about $b^2x$ and the denominator about $b^2x^2$, so $\rho\approx1/x$. As $x$ falls, $\rho$ rises. The rise ends when $bx$ is of order one, because the heavy holes then carry a comparable current. Your picture describes the side of the peak on which the light holes dominate, and the peak marks the place where it breaks down.

Q: Is there a sign of the peak in the conductivity?

A: There is none at fixed mobilities. The conductivity is $\sigma=ep\mu_h[1+(b-1)x]$, a straight line in $x$. At equal conduction its value follows from $p_l=p\mu_h/(\mu_l+\mu_h)$. Each band contributes $ep\mu_l\mu_h/(\mu_l+\mu_h)$, so

$$\sigma=\frac{2ep\mu_l\mu_h}{\mu_l+\mu_h}.$$

The Hall mobility is $R_H\sigma=f\mu_l+(1-f)\mu_h$, from the expression for $R_H$ above. At the peak it equals $(\mu_l+\mu_h)/2$. It is an average weighted by current, so it exceeds the average mobility per hole, $\sigma/(ep)$, by the factor $\rho_{\max}$.

Q: Could I then measure the height and work back to $b$?

A: Yes, if $p$ is known and the assumptions hold. From $(1+b)^2=4b\rho_{\max}$,

$$b^2-(4\rho_{\max}-2)b+1=0.$$

Half the linear coefficient is $2\rho_{\max}-1$, and $(2\rho_{\max}-1)^2-1=4\rho_{\max}(\rho_{\max}-1)$. The root above one is

$$b=2\rho_{\max}-1+2\sqrt{\rho_{\max}(\rho_{\max}-1)}.$$

The product of the two roots is 1, so the other root is the same ratio with the names exchanged.

Q: You dropped terms in $B^2$. How weak must the field be?

A: We can solve the force balance without dropping anything. Put $v=v_x+iv_y$ and $\mathcal E=E_x+iE_y$. Adding $i$ times the second component equation to the first gives

$$v=\mu\mathcal E+\mu B(v_y-iv_x)=\mu\mathcal E-i\mu Bv,\qquad v=\frac{\mu\mathcal E}{1+i\mu B}.$$

The total current is $S\mathcal E$, where $S$ is the sum of $ep_i\mu_i/(1+i\mu_iB)$ over the bands; the subscript $i$ names the band. Because $j_y=0$, the current is the real number $j_x$, so $\mathcal E=j_x/S$ and $R_H=\operatorname{Im}(1/S)/B$.

Let $s=\mu_l+\mu_h$, $g^2=\mu_l\mu_h$ and $\beta=gB$. Over a common denominator,

$$\frac1S=\frac{1-\beta^2+isB}{e[p_l\mu_l+p_h\mu_h+ipg^2B]}.$$

At equal conduction $p_l\mu_l+p_h\mu_h=2pg^2/s$. The denominator is then $epg^2(2/s+iB)$. Multiplying above and below by $2/s-iB$, the imaginary part of the new numerator is $2B-(1-\beta^2)B=(1+\beta^2)B$. Hence

$$\rho(B)=\frac{1+\beta^2}{4g^2/s^2+\beta^2}=\frac{1+\beta^2}{1/\rho_{\max}+\beta^2},$$

because $\rho_{\max}=s^2/(4g^2)$. For small $\beta$ the peak is lowered by the relative amount $(\rho_{\max}-1)\beta^2$. For $\beta\gg1$, $\rho$ tends to 1. A strong field, if it can be reached while this classical description still holds, restores the plain count of holes.

## Second half: heating a crystal with two valence bands

The symbols carried over are these. The light and heavy bands have densities $p_l$, $p_h$ with fixed sum $p$, mobilities $\mu_l$, $\mu_h$ with ratio $b=\mu_l/\mu_h$, and $f$ is the light band's share of the conductivity $\sigma$. With one relaxation time per band and a weak field, the normalized Hall coefficient is $\rho=epR_H=1+f(1-f)(b-1)^2/b$. Its maximum $(1+b)^2/(4b)$ lies at $f=1/2$, where $p_l/p=1/(1+b)$. At that point a finite field $B$ lowers it by the relative amount $(\rho_{\max}-1)\mu_l\mu_hB^2$ to leading order.

Q: In the laboratory I have no knob that moves holes between bands at fixed total density. What does this describe?

A: Temperature can do it. Suppose that the acceptors fix $p$, and that the heavy band lies an energy $\Delta$ below the light one. A cold sample has its holes in the light band. Heating excites some of them into the heavy band, and if $\Delta$ shrinks on heating the transfer is faster.

P-type PbTe is a case of this kind, with a light band at the L points and a heavier one called the Sigma band. I take rough typical values, not a fit to any sample: $p=1\times10^{19}\ \mathrm{cm^{-3}}$, $\mu_l=300$ and $\mu_h=50\ \mathrm{cm^2/Vs}$ near the peak, and density-of-states masses of 0.36 and 2.0 electron masses. The offset is $\Delta=0.17\ \mathrm{eV}-(0.0004\ \mathrm{eV/K})\,T$.

Q: Start with what does not depend on the masses.

A: The mobility ratio is $b=300/50=6$, so

$$\rho_{\max}=\frac{7^2}{4\times6}=\frac{49}{24}=2.04.$$

At the peak one hole in seven is light: $p_l=1.43\times10^{18}$ and $p_h=8.57\times10^{18}\ \mathrm{cm^{-3}}$. The heavy band has six times the holes and one sixth of the mobility, so the currents are equal.

The one-band value is $1/(ep)=0.624\ \mathrm{cm^3/C}$. The peak value is $2.04\times0.624=1.27\ \mathrm{cm^3/C}$. Someone who reads this as $1/(ep)$ finds $4.9\times10^{18}\ \mathrm{cm^{-3}}$, about half of the holes that are there.

The conductivity at the peak is $2ep\times300\times50/350$, which is $137\ \mathrm{S/cm}$. The Hall mobility is $(300+50)/2=175\ \mathrm{cm^2/Vs}$, a value that belongs to neither band.

At fixed hole density and mobilities, the weak-field Hall coefficient peaks where both bands carry the same current, and for the PbTe values the peak is 2.04 times the one-band value. It remains to find the temperature of the peak and to see how far the simplifying assumptions affect its position and height.

All numerical values are calculated from the stated model.
